Transamination equilibrium: closed flask and removal of dimethylamine

**The problem**

A metal compound M-NMe₂ carries one dimethylamide group. It exchanges that group with a protic ligand HL and releases dimethylamine:

M-NMe₂ + HL ⇌ M-L + HNMe₂

The equilibrium constant is K = 0.01. At the start M-NMe₂ and HL have the same concentration c₀, and neither product is present. All four species are monomeric and dissolved in one liquid phase. The solution is ideal and its volume stays constant.

(a) What fraction of the metal amide is converted at equilibrium if all the dimethylamine stays in solution?

(b) What concentration of free dimethylamine, relative to c₀, is compatible with 99 percent conversion at equilibrium?

(c) Take c₀ = 0.50 mol/L in toluene at 298.15 K. Find the concentrations in both states, and the partial pressure of dimethylamine above the solution in state (b). As rough data, use 1500 Torr for the vapour pressure of pure dimethylamine and 9.4 mol/L for the concentration of liquid toluene.

(d) The amine is swept out of a well-stirred flask by an inert gas, which leaves in equilibrium with the liquid. Suppose that the gas removes nothing but amine. How much gas does one litre of solution need to go from state (a) to state (b)?

**Hints**

1. Let x be the converted fraction of metal amide. Each exchange uses one HL and makes one M-L, whether or not the amine later leaves. Three of the four concentrations therefore follow from x in both cases.

2. Give the free amine its own symbol, a = [HNMe₂]/c₀. In a closed flask a is tied to x. When amine can leave, it is not.

3. In part (a) the equilibrium condition is a ratio of two squares, so a square root replaces the quadratic formula.

4. In part (d) distinguish the amine that has been formed, the amine that is still dissolved and the amine that has left. The gas carries away amine at a rate set by the dissolved part alone.

**Solution**

*The equilibrium condition*

By the stoichiometry of the exchange,

[M-L] = x c₀

[M-NMe₂] = [HL] = (1 − x) c₀

[HNMe₂] = a c₀

The law of mass action for an ideal solution is

K = [M-L][HNMe₂] / ([M-NMe₂][HL])

Inserting the concentrations gives

K = (x c₀)(a c₀) / ((1 − x)c₀ · (1 − x)c₀) = x a / (1 − x)²   (1)

Two molecules turn into two, so c₀² cancels. K has no unit, and the conversion in this model does not depend on how concentrated the solution is. Dilution does not help.

The same condition follows from the free energy. With the quotient Q = x a/(1 − x)², converting one more mole changes the free energy by

ΔG = RT ln(Q/K)

The reaction runs forward while Q < K, backward while Q > K, and rests at Q = K. With all species at standard concentration Q = 1, which gives

ΔG° = −RT ln K = 11.42 kJ/mol at 298.15 K

The exchange is uphill by this amount. It still proceeds to some extent, because Q starts at zero.

*Part (a): the closed flask*

If all the amine stays in solution, one amine is present for each M-L formed, so a = x. Equation (1) becomes

K = x² / (1 − x)²

Both x and 1 − x are positive, so the positive square root applies:

x / (1 − x) = √K

Multiplying by 1 − x and collecting the terms in x,

x = √K − x√K

x(1 + √K) = √K

x = √K / (1 + √K)   (2)

For K = 0.01 the root is √K = 0.1, and

x = 0.1 / 1.1 = 1/11 = 0.0909

The closed flask stops at 9 percent conversion. A numerical minimization of the ideal-solution free energy, which does not use equation (2), puts the minimum at 9.091 percent as well.

Two limits show how equation (2) behaves. For K much smaller than 1 the denominator is close to 1 and x ≈ √K. The conversion is then far larger than K itself, because two product concentrations share the smallness. For K much larger than 1,

1 − x = 1/(1 + √K) ≈ 1/√K

so high conversion in a closed flask calls for a very large constant. For x = 0.99 it would have to be K = (0.99/0.01)² = 9801, nearly a million times the value given here.

*Part (b): the free amine at 99 percent conversion*

Now amine may leave the solution, and a is no longer equal to x. Equation (1) is solved for a by multiplying with (1 − x)² and dividing by x:

a = K(1 − x)² / x   (3)

With x = 0.99 and 1 − x = 0.01,

a = 0.01 × (0.01)² / 0.99 = 1.0101 × 10⁻⁶

The free dimethylamine must be about one millionth of the initial metal amide concentration. The factors are easily traced. K supplies 10⁻². Each of the two reactants has fallen to one hundredth of its initial concentration, and together they supply 10⁻⁴. The product concentration in the denominator is nearly c₀ and changes the result by only one percent.

As a check from the other side, the free amine was held at 1.0101 × 10⁻⁶ c₀ by a reservoir, and the free energy of solution plus reservoir was minimized numerically over x. The minimum lies at 99.000 percent.

The result refers to the amine that remains free, not to the amine that has been removed. The amount removed is x − a, which is practically 0.99 c₀. Removing most of the amine formed so far is not enough, as the inverse of equation (3) shows. Multiplying (3) by x and expanding the square,

a x = K − 2K x + K x²

K x² − (2K + a)x + K = 0

The discriminant is

(2K + a)² − 4K² = a² + 4K a

The product of the two roots is K/K = 1, so one root lies below 1 and the other above it. A conversion must lie below 1, which selects the minus sign:

x = [2K + a − √(a² + 4K a)] / (2K)   (4)

Suppose the free amine is held at one percent of c₀. Then a = K = 0.01, and equation (4) reduces to

x = (3 − √5)/2 = 0.382

Free amine at the one percent level thus permits only 38 percent conversion, although 0.372 c₀, or 97 percent of the amine formed up to that point, has already left. Near completion x in the denominator of (3) can be set to 1, and

1 − x ≈ √(a/K)

To reduce the unconverted fraction tenfold, the free amine must fall a hundredfold. This holds for equal starting amounts, where both reactants run out together.

*Part (c): concentrations and pressure*

In the closed flask, with c₀ = 0.50 mol/L,

[M-L] = [HNMe₂] = 0.50 × 0.0909 = 0.0455 mol/L

[M-NMe₂] = [HL] = 0.50 × 0.9091 = 0.4545 mol/L

At 99 percent conversion,

[M-L] = 0.50 × 0.99 = 0.495 mol/L

[M-NMe₂] = [HL] = 0.50 × 0.01 = 0.005 mol/L

[HNMe₂] = 0.50 × 1.0101 × 10⁻⁶ = 5.05 × 10⁻⁷ mol/L

Between the two states the free amine falls by a factor of 0.0909/(1.0101 × 10⁻⁶) = 90 000, while the product concentration rises by a factor of about 11.

For the pressure we use Raoult's law: the partial pressure is the mole fraction times the vapour pressure of the pure substance. The solutes are neglected in the mole count, so the mole fraction of amine is its concentration divided by that of toluene:

p = 1500 Torr × (5.05 × 10⁻⁷ / 9.4) = 8.1 × 10⁻⁵ Torr

Given the rough inputs, this is an estimate of about 10⁻⁴ Torr. It is the amine partial pressure in equilibrium with the solution. A gas stream that already contains more amine than this cannot bring the solution to 99 percent.

*Part (d): the purge*

Let H be the amine concentration in the gas divided by that in the liquid. An ideal gas at partial pressure p has concentration p/(RT), and Raoult's law gives p = p_pure [HNMe₂]/c_toluene. Therefore

H = p_pure / (RT c_toluene)

With RT = 1.859 × 10⁴ Torr L/mol at 298.15 K,

H = 1500 / (1.859 × 10⁴ × 9.4) = 0.00858

Let V be the volume of gas passed per volume of liquid, measured at the temperature and pressure of the flask, and s the amine removed, in units of c₀. A small volume dV carries off

ds = H a dV

The amine formed is x, of which a is still dissolved, so s = x − a and ds = dx − da. Dividing by a,

H dV = dx/a − da/a

If the exchange is fast compared with the purge, the liquid stays at equilibrium and equation (3) holds throughout. In the first term it gives

1/a = x / [K(1 − x)²]

To integrate this, write x = 1 − (1 − x) in the numerator:

x/(1 − x)² = 1/(1 − x)² − 1/(1 − x)

The first part is the derivative of 1/(1 − x), and the second, with its minus sign, is the derivative of ln(1 − x). An antiderivative is therefore

F(x) = 1/(1 − x) + ln(1 − x)

The term −da/a integrates to −ln(a/a₀) = ln(a₀/a). Starting from the closed-flask state x₀ = a₀ = 1/11,

H V = [F(x) − F(x₀)]/K + ln(a₀/a)   (5)

The numbers are

F(0.99) = 100 − 4.605 = 95.395

F(1/11) = 1.100 − 0.095 = 1.005

H V = 94.390/0.01 + ln(90 000) = 9439.0 + 11.4 = 9450.4

V = 9450.4 / 0.00858 = 1.1 × 10⁶

One litre of solution needs about 1.1 million litres of gas. In a separate test the equation ds/dV = H a was integrated numerically, with the equilibrium recalculated from the amine already removed. After H V = 9450.4 the conversion was 99.0000 percent.

The size of this volume comes from the term 1/[K(1 − x)], which is 10 000 at 99 percent conversion and 1000 at 90 percent. The term dominates only near completion: at 90 percent the full equation (5) gives H V = 676. Late in the purge the gas leaves nearly empty, because so little amine is free at any moment.

**The model beside a real case**

Trimethyl(dimethylamido)tin is a monomeric compound with a single dimethylamide group, so it fits the stoichiometry assumed here. The value K = 0.01 belongs to the exercise and is not a property of that compound. The assumption that fails in practice is that the gas removes nothing but amine. With a toluene vapour pressure of roughly 28 Torr, 1.1 million litres of initially dry gas would need about 180 L of toluene to become saturated, for each litre of solution. A volatile ligand escapes too. At 99 percent conversion it is 0.01/(1.0101 × 10⁻⁶), or about 9900, times as concentrated as the free amine. By Raoult's law it leaves as fast as the amine if its own vapour pressure is 1500/9900 = 0.15 Torr. The same threshold applies to the remaining metal amide, which has the same concentration as the ligand. This compares rates at the end point only. Summed over the purge at constant volume, a ligand or amide with 0.15 Torr loses nearly 3 percent and caps the yield of M-L at about 97 percent. For the product M-L, which is about a million times as concentrated as the free amine, the equal-rate threshold is only 1.5 × 10⁻³ Torr. The tin amide is a distillable liquid with a room-temperature vapour pressure of the order of 10 Torr (a rough estimate from its boiling point), well above the 0.15 Torr threshold for the amide. In the same constant-volume model an amide with 10 Torr is stripped so fast that the yield of M-L cannot exceed about 68 percent. The purge volume is therefore a model figure. For fixed H and target it grows roughly as 1/K when K is small, and even K = 1 would need about 1.2 × 10⁴ L per litre. It is not an operating procedure.

Three other neglected effects are estimated below with trial values. For the first trial value of each, the equilibrium results of parts (a) and (b) change only moderately, but other values can change them much more.

Temperature changes K. If the reaction entropy is zero and the enthalpy constant, then ln K is proportional to 1/T, and at 383 K, near the boiling point of toluene,

K = 0.01^(298.15/383) = 0.0277

The closed-flask conversion rises to 14 percent, and the free amine allowed at 99 percent rises to 2.8 × 10⁻⁶ c₀. Heating relaxes the requirement by a factor of nearly three under these assumptions, but it remains at the level of millionths. The factor depends on the entropy. With the same K at 298.15 K, a reaction entropy of +30 J/(mol K) makes it about six, and −60 J/(mol K) turns it into a decrease, to K = 0.0056. The purge volume responds more strongly, because the amine vapour pressure and with it H rise as well. A rough extrapolation gives H of 0.06 to 0.08 at 383 K and a volume of outgoing gas some twenty to twenty-five times smaller. At atmospheric pressure that gas is then about 97 to 98 percent toluene vapour, so the inert gas fed is only a few percent of it. The total toluene carried off, H V times the ratio of the toluene and amine vapour pressures, is roughly 170 L per litre, about the same as at 298.15 K.

Some amine enters the gas space of a closed flask. If the gas volume equals the liquid volume, the amine balance is x = a(1 + H), so K in equation (2) is replaced by K(1 + H). The conversion moves from 9.09 to 9.13 percent. A gas volume a hundred times the liquid volume replaces H by 100 H and gives 12 percent.

Amine may also bind to the metal. Take a trial binding constant of 1 L/mol, equal for M-NMe₂ and M-L. Binding then lowers the free amine in the closed flask, and the conversion rises to 10.9 percent (to 37 percent for 100 L/mol). Equation (3) is unchanged if x counts bound and unbound metal together, because equal binding leaves the ratio of the two unbound metal species as it was. The free amine needed at 99 percent is therefore still one millionth of c₀.

**Variation 1: excess ligand in a closed flask**

*How many equivalents of HL would give 99 percent conversion if no amine is removed?*

Let the initial ligand concentration be r c₀. At conversion x the remaining ligand is (r − x)c₀, and a = x because the flask is closed. Mass action gives

K = x² / [(1 − x)(r − x)]

Multiplying by r − x and dividing by K,

r − x = x² / [K(1 − x)]

r = x + x² / [K(1 − x)]

For x = 0.99,

r = 0.99 + 0.9801/(0.01 × 0.01) = 0.99 + 9801 = 9802

Nearly ten thousand equivalents are needed. At c₀ = 0.50 mol/L this would mean 4901 mol of ligand per litre, which no liquid can hold, so even in a neat ligand of 10 mol/L the metal amide could be no more than about 1 mmol/L. An excess of ligand keeps one reactant from running out, but all the amine is still there to drive the reverse reaction. Combined with removal of amine, a small excess matters a great deal. Equation (3) becomes a = K(1 − x)(r − x)/x, so at 99 percent r = 1.1 allows 1.1 × 10⁻⁵ c₀ of free amine and needs about 2.4 × 10⁵ L of purge gas per litre, and r = 2 allows 1.0 × 10⁻⁴ c₀ and needs about 3.9 × 10⁴ L. With r = 0.99, 99 percent is only approached as a limit. The numbers of parts (b) to (d) belong to exactly equal starting amounts.

**Variation 2: a metal with four amide groups**

*Suppose the metal carries four equivalent dimethylamide groups, as in tetrakis(dimethylamido)titanium, and the sites exchange independently. One equivalent of HL per metal is added, and amine is removed until 99 percent of the ligand has been consumed. How much of the metal is the singly exchanged product?*

Let θ be the fraction of all sites that carry L. Each metal has consumed 0.99 ligands on average, spread over four sites:

θ = 0.99/4 = 0.2475

For independent sites, the probability that one chosen site is exchanged and the other three are not is θ(1 − θ)³. There are four choices of the exchanged site, so the singly exchanged fraction is

P₁ = 4θ(1 − θ)³ = 4 × 0.2475 × (0.7525)³ = 0.422

Only 42 percent of the metal is the desired product. Another 32 percent has not reacted, and 21 percent has exchanged twice. A separate calculation used the four stepwise equilibrium constants, with the first set to 0.01 and the others fixed by the number of sites available in each direction. It gave the same P₁.

Further removal of amine cannot cure this. The derivative of P₁ is

dP₁/dθ = 4(1 − θ)³ − 12θ(1 − θ)² = 4(1 − θ)²(1 − 4θ)

It vanishes at θ = 1/4, where P₁ reaches its maximum of 27/64, again 42 percent. With equivalent, independent sites, removing amine drives the consumption of ligand but does not select the single exchange. The 99 percent yield of M-L in part (b) therefore depends on there being one exchangeable group, or on later exchanges being much less favourable than the first.

The main results are collected in the numerical output.

Numbers as computed

```
Equilibrium constant K: 0.01 (no unit)
Reaction free energy at 298.15 K: 11.42 kJ/mol
Initial concentration c0: 0.50 mol/L
Closed conversion, formula: 9.091 percent
Closed conversion, energy minimum: 9.091 percent
Closed: product = free amine: 0.04545 mol/L
Closed: amide = ligand left: 0.45455 mol/L
Target conversion: 99.0 percent
Free amine / c0 at target: 1.0101e-06 (no unit)
Conversion at that amine, minimum: 99.000 percent
Target: free amine: 5.051e-07 mol/L
Target: product: 0.4950 mol/L
Target: amide = ligand left: 0.0050 mol/L
Amine ratio, closed / target: 9.000e+04 (no unit)
Conversion at amine = 0.01 c0: 38.20 percent
Ligand for closed 99 percent: 9802 equivalents
Pure amine vapour pressure (rough): 1500 Torr
Toluene concentration (rough): 9.4 mol/L
Amine partial pressure at target: 8.06e-05 Torr
Gas/liquid amine ratio H: 0.00858 (no unit)
Purge product H*V: 9450.4 (no unit)
Purge gas per litre of solution: 1.10e+06 L
Conversion in simulated purge: 99.0000 percent
K at 383 K, zero entropy: 0.0277 (no unit)
Closed conversion at 383 K: 14.28 percent
Amine / c0 for target at 383 K: 2.80e-06 (no unit)
Closed, equal headspace: 9.126 percent
Trial amine binding constant: 1.0 L/mol
Closed, with amine binding: 10.85 percent
Toluene vapour pressure (rough): 28 Torr
Toluene to saturate purge, per litre: 176 L
Ligand pressure for equal loss rate: 0.152 Torr
Four sites, 0 exchanged: 32.06 percent
Four sites, 1 exchanged: 42.18 percent
Four sites, 2 exchanged: 20.81 percent
Four sites, 3 exchanged: 4.56 percent
Four sites, 4 exchanged: 0.38 percent
```
